# Restricted or Broken-Symmetry: Choosing the Spin Treatment for Tin–Carbon Homolysis

## What spin symmetry fixes

Without a magnetic field or spin–orbit coupling, exchanging the labels "up" and "down" leaves the energy of a molecule unchanged. In a density functional calculation with one-electron density matrices $D_\uparrow$ and $D_\downarrow$,

$$E[D_\uparrow,D_\downarrow]=E[D_\downarrow,D_\uparrow].$$

A restricted calculation sets $D_\uparrow=D_\downarrow$. Let the up-spin orbitals be rotated by an angle $\theta$ and the down-spin orbitals by $-\theta$. Reversing $\theta$ exchanges the two spins, so $E(\theta)=E(-\theta)$. If the functional is smooth, the linear term vanishes and

$$E(\theta)=E_{\rm R}+2\lambda\theta^2+O(\theta^4). \tag{1}$$

The restricted solution is therefore stationary against spin polarization whether or not it is a minimum. Convergence cannot tell the two cases apart; the sign of $\lambda$ can. This is what the stability-analysis setting computes.

The same symmetry explains why choosing "unrestricted" may change nothing. If the starting density matrices are equal, the two effective one-electron operators are equal, and so are the next density matrices. In exact arithmetic the iteration stays restricted. A broken-symmetry search needs an unequal start.

The case treated here is the homolysis

$$\mathrm{H_3Sn{-}CH_3}\longrightarrow \mathrm{H_3Sn^\bullet}+\mathrm{{}^\bullet CH_3},$$

a small model of the tin–carbon cleavage that matters in organotin resists. It describes the neutral ground-state bond, not ionization or electron capture during exposure.

## What the stability analysis computes

Take real orbitals. Let $i$ label occupied and $a$ virtual restricted orbitals, with energies $\varepsilon_i$ and $\varepsilon_a$, and let the real numbers $x_{ai}$ satisfy $\sum_{ai}x_{ai}^2=1$. In occupied–virtual blocks, the rotation generator and the density matrix of one spin are

$$K=\begin{pmatrix}0&-x^T\\x&0\end{pmatrix},\qquad P=\begin{pmatrix}1&0\\0&0\end{pmatrix}.$$

The rotated matrix is $e^{\theta K}Pe^{-\theta K}=P+\theta[K,P]+\tfrac12\theta^2[K,[K,P]]+\dots$. Multiplying the blocks gives

$$d=[K,P]=\begin{pmatrix}0&x^T\\x&0\end{pmatrix},\qquad
g=\tfrac12[K,d]=\begin{pmatrix}-x^Tx&0\\0&xx^T\end{pmatrix}.$$

Hence $D_{\uparrow,\downarrow}=P\pm\theta d+\theta^2g$ to second order.

The energy changes in two ways. The first derivative of $E$ is the effective one-electron operator, diagonal with elements $\varepsilon$. Its terms in $\theta d$ cancel between the spins, and its terms in $\theta^2g$ add:

$$2\theta^2\,{\rm Tr}(\varepsilon g)=2\theta^2\sum_{ai}(\varepsilon_a-\varepsilon_i)x_{ai}^2.$$

The second derivative of $E$ has a same-spin part $\mathcal K_{\uparrow\uparrow}$ and an opposite-spin part $\mathcal K_{\uparrow\downarrow}$. Since the two first-order changes are $+\theta d$ and $-\theta d$, it contributes

$$\tfrac12\theta^2\,d\cdot(2\mathcal K_{\uparrow\uparrow}-2\mathcal K_{\uparrow\downarrow})d
=\theta^2\,{\rm Tr}(dW),\qquad W=(\mathcal K_{\uparrow\uparrow}-\mathcal K_{\uparrow\downarrow})d.$$

Both off-diagonal blocks of $d$ contribute equally, so ${\rm Tr}(dW)=2\sum_{ai}x_{ai}W_{ai}$. Adding the two contributions,

$$E-E_{\rm R}=2\theta^2\sum_{ai}x_{ai}(Hx)_{ai},\qquad (Hx)_{ai}=(\varepsilon_a-\varepsilon_i)x_{ai}+W_{ai}. \tag{2}$$

The lowest eigenvalue of $H$ is the $\lambda$ to inspect. The Coulomb repulsion cancels from $W$, because the total density is unchanged at first order. Exchange and correlation remain, both the exact-exchange part and the semilocal part; exact exchange favours polarization. The orbital energy gap opposes it, and stretching the bond reduces that gap.

Select the analysis that permits restricted-to-unrestricted rotations. An analysis confined to equal rotations of both spins cannot see this mode. A positive $\lambda$ establishes a local minimum against real spin-polarizing rotations; it does not exclude a distant lower solution, or an instability towards complex or noncollinear orbitals.

## Two orbitals show the whole transition

Keep one frontier orbital on each fragment, with equal site energies set to zero, hopping amplitude $t>0$ and repulsion $U>0$ between opposite spins on one site. The restricted bonding orbital is $(\phi_{\rm Sn}+\phi_{\rm C})/\sqrt2$. Rotating it towards the antibonding orbital by $\pm\theta$ gives site occupations $(1\pm m)/2$ for one spin and the reverse for the other, with $m=\sin2\theta$. Each spin has hopping energy $-t\cos2\theta$. Each site has repulsion $U(1+m)(1-m)/4$. Therefore

$$E(m)=-2t\sqrt{1-m^2}+\frac U2(1-m^2). \tag{3}$$

For small $\theta$, $m^2\simeq4\theta^2$ and $E\simeq-2t+U/2+(t-U/2)4\theta^2$. Comparison with (1) gives $\lambda=2t-U$. The bond becomes unstable when $U>2t$. This crossing is the Coulson–Fischer point.

Beyond it, $dE/dm=0$ with $m\neq0$ requires $2t/\sqrt{1-m^2}=U$, so $\sqrt{1-m^2}=2t/U$. Substitution in (3) gives

$$E_{\rm BS}=-\frac{4t^2}{U}+\frac{2t^2}{U}=-\frac{2t^2}{U},$$

and the energy gained by breaking the symmetry is

$$D=E_{\rm R}-E_{\rm BS}=\frac U2-2t+\frac{2t^2}{U}=\frac{(U-2t)^2}{2U}=\frac{\lambda^2}{2U}. \tag{4}$$

If $\lambda$ crosses zero linearly in $R$, the gain starts quadratically. The lower curve then has a continuous slope at the onset, but its second derivative jumps.

As $t\to0$, the restricted energy tends to $U/2$ and the broken-symmetry energy to zero, the correct value for two separate electrons. The exact singlet of this model mixes a neutral state of energy zero with an ionic state of energy $U$ through a coupling $-2t$:

$$E_{\rm S}=\frac{U-\sqrt{U^2+16t^2}}2\simeq-\frac{4t^2}{U}\quad(t\ll U).$$

Broken symmetry thus has the right limit but recovers half of the leading residual binding. The reason is spin contamination.

## Reading the spin diagnostic

For a determinant with equal numbers of up and down electrons, $S_z=0$ and $S^2=S_-S_+$ in units of $\hbar^2$. The expectation value is the squared norm of the state after $S_+$ acts. Flipping a down orbital $j$ to up leaves only its part outside the occupied up-spin space, and flips of different $j$ give orthogonal states. Hence

$$\langle S^2\rangle=\sum_j\Big(1-\sum_i|\langle i_\uparrow|j_\downarrow\rangle|^2\Big). \tag{5}$$

In the two-orbital model the overlap is $\cos2\theta$, so $\langle S^2\rangle=m^2$. At complete separation this is one. A singlet has zero and a triplet two, so the determinant is then an equal mixture of the two. They are degenerate in that limit, which is why the energy can be right although the spin state is not. At intermediate distances they are not degenerate, and the triplet share raises the energy.

Equation (4) and $\lambda=2t-U$ also allow a check without fitted parameters. They give $U=\lambda^2/(2D)$ and $2t/U=1+\lambda/U=1+2D/\lambda$, so the model predicts

$$\langle S^2\rangle=1-\left(1+\frac{2D}{\lambda}\right)^2. \tag{6}$$

This relation belongs to the model, but its leading form near the onset is general. For any energy $E_{\rm R}+2\lambda\theta^2+c\theta^4$ with $\lambda<0<c$, the minimum is at $\theta^2=-\lambda/c$ and $D=\lambda^2/c$, while (5) gives $\langle S^2\rangle\simeq4\theta^2=4D/|\lambda|$. Only agreement further from the onset tests the two-orbital picture.

## Why the restricted limit is wrong

Far apart, the shared orbital is $\sigma=c\phi_{\rm C}+s\phi_{\rm Sn}$, with $c^2+s^2=1$. Two electrons in it put $2c^2$ electrons on the methyl frontier orbital. Let $q$ be the number of electrons transferred to methyl, so $2c^2=1+q$ and $2s^2=1-q$. In the reference determinant the electrons occupy $\sigma$ independently apart from spin, and the probability of one on each fragment is

$$P_{\rm neutral}=2c^2s^2=\frac{(1+q)(1-q)}2=\frac{1-q^2}2. \tag{7}$$

For $q=0$ half of the determinant is ionic. In Hartree–Fock theory, where the determinant is the wavefunction, this explains the error directly. In density functional theory it is a statement about an auxiliary determinant, and the energy error must be located in the functional.

Each fragment's part of the restricted density matrix has a frontier orbital filled equally by both spins. The exact stretched singlet,

$$\frac{|{\rm Sn}\uparrow,{\rm C}\downarrow\rangle-|{\rm Sn}\downarrow,{\rm C}\uparrow\rangle}{\sqrt2},$$

also leaves each fragment half up and half down. Those two spin states are degenerate, so their mixture has the energy of the ordinary radical. The exact functional must reproduce this and would give the correct limit for the spin-unpolarized density. An approximate functional generally does not. Its error for fragment $X$ is the fractional-spin penalty

$$\Delta_X=E_X(\tfrac12,\tfrac12)-E_X(1,0), \tag{8}$$

where the arguments are the frontier occupations of the two spins.

The exact-exchange part shows one source. Let $J$ be the Coulomb self-repulsion integral of the frontier orbital. With fixed orbitals and one electron in total, the Hartree term is $J/2$ in both cases. The exchange self-term is $-\tfrac12J\sum_\sigma n_\sigma^2$, equal to $-J/2$ for occupations $(1,0)$ and $-J/4$ for $(\tfrac12,\tfrac12)$. Exchange with closed shells is linear in $n_\sigma$ and does not change. Hartree–Fock therefore has a penalty $J/4$ per fragment before relaxation. In a hybrid, the semilocal part adds its own contribution, so the total penalty has to be computed.

### The slow approach to the limit

A global hybrid, which keeps the exact-exchange fraction $a$ at all distances, also retains an interaction between distant fragments. Its exchange energy is

$$-\frac a2\sum_\sigma\iint\frac{e^2|\rho_\sigma(\mathbf r,\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'.$$

With $\mathbf r$ on one fragment and $\mathbf r'$ on the other, $|\rho_\sigma|^2=c^2s^2\phi_{\rm C}^2\phi_{\rm Sn}^2$. There are two such placements and two spins, so the leading term is $-2ac^2s^2e^2/d$. Here $d$ is the distance between the centroids of the frontier orbitals, a choice that removes the next term of this exchange expansion. Net charges $\pm q$ add $-q^2e^2/d$. With (7),

$$E_{\rm R}\simeq\min_q\left\{E_{\rm Sn}(1-q)+E_{\rm C}(1+q)-\frac{e^2}{d}\left[q^2+\frac a2(1-q^2)\right]\right\}. \tag{9}$$

The fragment energies refer to equally divided spins. Hopping, polarization and higher multipoles are neglected.

If the fragments differ in electron affinity and ionization energy, $q$ need not vanish. Near $q=0$ write the fragment sum as $E_0+\gamma q+\tfrac12\eta q^2$ with $\eta>0$. At infinite separation its minimum is at $q=-\gamma/\eta$, and charge transfer lowers the energy by $\gamma^2/(2\eta)$. The restricted error is the sum of the penalties minus this relief. For $a=0$ and $q=0$ the $1/d$ tail is absent, but the fractional-spin error can remain.

## A scan that detects the transition

1. Start near equilibrium and converge the restricted solution at increasing distances. Old orbitals $C$ are not orthonormal in the new overlap matrix $S'$. Use $C'=C(C^TS'C)^{-1/2}$, for which $C'^TS'C'=1$.
2. Compute the lowest restricted-to-unrestricted eigenvalue at every point.
3. Where $\lambda<0$, rotate the two spins oppositely along its eigenvector and converge an unrestricted solution. Try another angle if the search returns to the restricted energy.
4. Find the onset by interpolating $\lambda$ to zero and recomputing there. Search on both sides.
5. Compare the last points with separately computed radicals in the same geometries. A flat curve alone does not establish the correct limit.

## Methylstannane in numbers

The example uses PBE0, with the LANL2DZ basis and effective core potential on tin and 6-31G on carbon and hydrogen. Angles are tetrahedral, with Sn–H and C–H lengths of 1.70 and 1.10 Å, and both fragments stay frozen. Energies are relative to the two frozen radicals. The basis has no polarization functions, and zero-point motion and spin–orbit coupling are omitted, so the bond energy belongs to this model. The full scan is in the numerical output.

A parabola through the three shortest distances puts the minimum at 2.16 Å and 3.43 eV (331 kJ/mol) below the radicals. The points are 0.15 Å apart on an anharmonic curve, so the position is good only to about 0.01 Å and the depth to about 0.01 eV. There the restricted solution is stable. Between 2.80 and 3.30 Å, $\lambda$ falls from 1.578 to $-0.475$ eV, and linear interpolation gives

$$R\simeq2.80+0.50\times\frac{1.578}{1.578+0.475}=3.18\ \text{Å}.$$

Recomputation moves the onset to 3.16 Å. In the tests, the search 0.2 Å below it returned to the restricted energy, and the search 0.2 Å above it gained 0.074 eV. At 3.30 Å, about 0.14 Å above the onset, the gain is 0.038 eV. The ratio of gains, 1.9, is close to $(0.20/0.14)^2=2.0$, as a quadratic onset requires. Equation (2) was tested at 4.00 Å: the response eigenvalue and the curvature of the unrestricted energy both give $-2.105$ eV.

At 4.00 Å the restricted energy is 0.531 eV and the broken-symmetry energy $-0.165$ eV, so $D=0.696$ eV. Equation (6) predicts

$$\langle S^2\rangle=1-\left(1-\frac{2\times0.696}{2.105}\right)^2=0.89,$$

against the computed 0.877. At 3.30 Å the same arithmetic gives 0.29, against 0.290. The relation holds well at both distances; the point at 4.00 Å, further from the onset, is the stronger test of the two-orbital picture. At 10 Å, $\langle S^2\rangle=1.004$. By (5), one orbital pair can contribute at most one, so the small excess comes from spin polarization of the other pairs.

At 10 Å the broken-symmetry energy differs from that of the separate radicals by only about 0.001 eV, while the restricted energy is 2.098 eV too high. The penalties explain this:

$$\Delta_{\rm Sn}+\Delta_{\rm C}=0.817+1.476=2.293\ {\rm eV}.$$

The charge-transfer relief is zero to the printed precision. With $d=9.37$ Å the exchange tail is $-0.192$ eV, and the prediction from isolated fragments is $2.293-0.192=2.101$ eV. Omitting the tail would leave a discrepancy of 0.195 eV instead of 0.003 eV. The molecule gives $q=0.002$ and the fragment estimate $q=-0.001$; both are negligible, and their sign is not resolved.

At infinite separation the restricted error is 2.29 eV (221 kJ/mol). Taking the bond energy from the restricted limit would give $3.433+2.293=5.73$ eV, about 67% above the value obtained with the correct radical limit at the same level of theory.

## Which setting to use

Near the minimum, where $\lambda$ is clearly positive and no lower solution is known, the restricted treatment is appropriate and keeps the spin symmetry. For the dissociation energy, subtract the relaxed molecule's energy from the summed energies of the separate unrestricted radicals, each relaxed to its own geometry; no stretched restricted point is needed. Comparison with experiment also requires the change in zero-point energy. For a continuous path to the radicals, use broken symmetry beyond the onset and report $\langle S^2\rangle$ with the energy.

Between roughly 3.2 and 5 Å in this example, $\langle S^2\rangle$ rises from zero to nearly one. There the broken-symmetry curve is an approximation that connects the two limits, not the energy of a pure singlet, and its error has not been measured here. If forces, spin densities or singlet–triplet splittings in this region matter, use a method that represents both spin pairings of the open-shell singlet together. A negative $\lambda$ shows that the chosen functional lowers its energy by breaking spin symmetry, and the onset shifts with the exact-exchange fraction. It neither measures the error of the broken-symmetry energy nor marks where open-shell character begins. In the two-orbital model at the onset, $U=2t$, the restricted energy is $-t$, while the exact singlet already lies lower, at $(1-\sqrt5)t\simeq-1.24t$.

## Numbers as computed

```
H3Sn-CH3, PBE0, LANL2DZ on Sn, 6-31G on C and H
Sn-H length 1.70 angstrom; C-H length 1.10 angstrom
basis functions 29; explicit electrons 16
exact-exchange fraction a = 0.25
energies below are relative to two frozen doublet radicals
R/angstrom  E_restr/eV  E_broken/eV  lam/eV  <S2>  P_neutral(restr)
    2.05       -3.371       -3.371     6.334   0.000     0.448
    2.20       -3.422       -3.422     5.466   0.000     0.456
    2.35       -3.218       -3.218     4.380   0.000     0.464
    2.80       -2.059       -2.059     1.578   0.000     0.484
    3.30       -0.755       -0.793    -0.475   0.290     0.496
    4.00        0.531       -0.165    -2.105   0.877     0.499
    5.00        1.462       -0.023    -3.202   0.994     0.500
   10.00        2.098       -0.001    -4.088   1.004     0.500
well distance (parabola) = 2.155 angstrom
well depth, frozen fragments = 3.433 eV = 331.2 kJ/mol
Coulson-Fischer distance = 3.16 angstrom
lam at that distance = -0.0022 eV
energy drop 0.2 angstrom below onset = 0.00000 eV
energy drop 0.2 angstrom above onset = 0.07361 eV
lam at 4.00 angstrom, response = -2.1053 eV
lam at 4.00 angstrom, energy curvature = -2.1052 eV
P_neutral, broken symmetry at 10 angstrom = 1.0000
q at 10 angstrom, molecule = 0.0023 electrons
q at 10 angstrom, fragments = -0.0014 electrons
centroid distance d = 9.370 angstrom
interaction tail at q=0 = -0.1921 eV
E_restr at 10 angstrom, molecule = 2.0982 eV
E_restr at 10 angstrom, fragments = 2.1011 eV
fractional-spin penalty SnH3 = 0.8174 eV
fractional-spin penalty CH3 = 1.4757 eV
q at infinite distance = -0.0012 electrons
charge-transfer relief = 0.0000 eV
restricted error at infinite distance = 2.293 eV = 221.3 kJ/mol
finer-grid change of restricted rise, 2.20 to 10 angstrom = -0.0013 eV
```
